# Bloch Matrices of Semilocal Core Potentials: Lattice Sums, Cutoffs and Hermiticity

## Which periodic images must be kept?

Before a periodic Gaussian calculation can build its core-potential matrix, it must decide which images of the basis functions to keep around each core. Discarding pairs with small mutual overlap seems natural. In the model crystal below, dropping every pair whose overlap has an exponential factor below \(10^{-8}\) changes a semilocal matrix element by \(9.0\times10^{-4}\) hartree. The resulting error is far larger than the threshold suggests, because an angular projector can connect two functions on opposite sides of a core. A cutoff based on the distance of each function to the core avoids this problem.

Lengths are in bohr, Gaussian exponents in bohr\(^{-2}\), and energies in hartree. Bold letters are vectors and the same plain letters their lengths, except that plain \(C\) labels a core and plain \(R\) is a cutoff radius.

## The sum about one core

Let \(\chi_\mu\) be a real, normalized s or p Gaussian, \(\chi_\mu^{\mathbf N}(\mathbf r)=\chi_\mu(\mathbf r-\mathbf N)\) its image at lattice vector \(\mathbf N\), and

\[
\phi_{\mu\mathbf k}=\sum_{\mathbf N}e^{i\mathbf k\cdot\mathbf N}\chi_\mu^{\mathbf N}.
\]

These Bloch functions are not normalized. The overlap matrix \(S(\mathbf k)\) must be built from the same functions, with the same phases. The potential of a core at \(\mathbf C\) is

\[
v_C=\sum_t c_t e^{-\zeta_t r^2}O_t,\qquad O_t=1\ \text{or}\ P_l,
\]

where \(\mathbf r\) is measured from the core, \(c_t\) is real, \(\zeta_t>0\), and \(P_l\) projects onto angular momentum \(l\) about that core. The Coulomb tail \(-Z/r\) is excluded. It is not absolutely summable over a lattice and must be combined with the other electrostatic terms.

The crystal potential is periodic, so \(\langle\chi_\mu^{\mathbf M'}|V|\chi_\nu^{\mathbf N'}\rangle\) depends on \(\mathbf R=\mathbf N'-\mathbf M'\) alone. Each bra cell contributes equally. With the bra in the home cell and the potential written as a sum over core images \(\mathbf T\), the matrix per cell is

\[
V_{\mu\nu}(\mathbf k)=\sum_C\sum_{\mathbf T,\mathbf R}e^{i\mathbf k\cdot\mathbf R}
\langle\chi_\mu^{\mathbf 0}|v_C^{\mathbf T}|\chi_\nu^{\mathbf R}\rangle .
\]

Translating the whole integrand by \(-\mathbf T\) leaves the integral unchanged. Setting \(\mathbf M=-\mathbf T\) and \(\mathbf N=\mathbf R-\mathbf T\), so that \(\mathbf R=\mathbf N-\mathbf M\), gives

\[
\boxed{V_{\mu\nu}(\mathbf k)=\sum_C\sum_{\mathbf M,\mathbf N}
e^{i\mathbf k\cdot(\mathbf N-\mathbf M)}
\langle\chi_\mu^{\mathbf M}|v_C|\chi_\nu^{\mathbf N}\rangle.}
\]

The map between the label pairs is one-to-one. The bound derived below makes the sum absolutely convergent, which permits the rearrangement. For one s-function diagonal element and one \(P_0\) term, the two orders of summation differ by \(5\times10^{-18}\) hartree.

## Evaluating the integrals

Place a Gaussian of exponent \(a\) at \(\mathbf A\) relative to the core. Expanding its exponential in real spherical harmonics,

\[
e^{2a\mathbf r\cdot\mathbf A}=4\pi\sum_{lm}i_l(2aAr)Y_{lm}(\hat{\mathbf r})Y_{lm}(\hat{\mathbf A}),
\]

where \(i_l\) is the modified spherical Bessel function. Orthogonality of the harmonics then gives the projection of a normalized s function,

\[
F_{lm}(r)=4\pi N_s e^{-a(r^2+A^2)}i_l(2aAr)Y_{lm}(\hat{\mathbf A}),
\quad N_s=\left(\frac{2a}{\pi}\right)^{3/4}.
\]

For large arguments, \(e^{-x}i_l(x)\) with \(x=2aAr\) should be evaluated as one quantity. The remaining factor is then \(e^{-a(r-A)^2}\), which cannot overflow.

A p function follows from

\[
(r_i-A_i)e^{-a|\mathbf r-\mathbf A|^2}
=\frac1{2a}\frac{\partial}{\partial A_i}e^{-a|\mathbf r-\mathbf A|^2}.
\]

To differentiate safely at \(A=0\), define \(g_l(x)=i_l(x)/x^l\) and \(S_{lm}(\mathbf A)=A^lY_{lm}(\hat{\mathbf A})\). Then \(i_lY_{lm}=(2ar)^lg_lS_{lm}\). The series

\[
g_l(x)=\sum_{j\ge0}\frac{x^{2j}}{2^jj!(2l+2j+1)!!}
\]

gives \(g_l'=xg_{l+1}\) on differentiating term by term. Since \(\partial x/\partial A_i=2arA_i/A\), we have \(\partial g_l/\partial A_i=(2ar)^2A_ig_{l+1}\). With \(N_p=2\sqrt a\,N_s\), the product rule yields

\[
\begin{aligned}
F_{i,lm}={}&\frac{4\pi N_p}{2a}e^{-a(r^2+A^2)}(2ar)^l
\Big\{g_l\,\partial_iS_{lm}\\
&+\big[-2ag_l+(2ar)^2g_{l+1}\big]A_iS_{lm}\Big\}.
\end{aligned}
\]

Now sum the images before integrating over \(r\):

\[
F_{\mu lm}(r;\mathbf k)=\sum_{\mathbf N}e^{i\mathbf k\cdot\mathbf N}F^{\mathbf N}_{\mu lm}(r).
\]

For a term \(c\,e^{-\zeta r^2}P_l\), the double sum becomes

\[
V_{\mu\nu}^{(l)}=c\sum_m\int_0^\infty r^2e^{-\zeta r^2}
F_{\mu lm}^*(r;\mathbf k)F_{\nu lm}(r;\mathbf k)\,dr.
\]

At each radial point the work grows with the number of images, not with the number of pairs. Each \(F_{lm}\) has parity \((-1)^l\) when continued to negative \(r\), so the product is even. The radial integral is half of a smooth integral over the whole line, which suits the trapezoidal rule once the step resolves the narrowest Gaussian.

For a local term, set \(p=a+b+\zeta\) and \(\mathbf P=(a\mathbf A+b\mathbf B)/p\). Completing the square gives

\[
\begin{aligned}
&\int e^{-a|\mathbf r-\mathbf A|^2-b|\mathbf r-\mathbf B|^2-\zeta r^2}d^3r\\
&\quad=\left(\frac{\pi}{p}\right)^{3/2}
\exp\!\left[-aA^2-bB^2+\frac{|a\mathbf A+b\mathbf B|^2}{p}\right].
\end{aligned}
\]

A p function on the left multiplies this by \((\mathbf P-\mathbf A)_i\), and one on the right by \((\mathbf P-\mathbf B)_j\). If both are p functions, the factor is \((\mathbf P-\mathbf A)_i(\mathbf P-\mathbf B)_j+\delta_{ij}/(2p)\), because the Gaussian variance per Cartesian direction is \(1/(2p)\). Normalization constants multiply the result.

## Why overlap is the wrong range measure

For two s functions and \(P_0\), the angular factors combine to \((4\pi)^2Y_{00}^2=4\pi\). With \(\alpha=2aA\), \(\beta=2bB\) and \(i_0(x)=\sinh x/x\), the radial integral contains

\[
\sinh(\alpha r)\sinh(\beta r)=\tfrac12[\cosh((\alpha+\beta)r)-\cosh((\alpha-\beta)r)].
\]

Using \(\int_0^\infty e^{-pr^2}\cosh(cr)dr=\frac12\sqrt{\pi/p}\,e^{c^2/(4p)}\), we obtain

\[
\begin{aligned}
I_0={}&\frac{N_aN_b\pi^{3/2}}{4abAB\sqrt p}\,e^{-aA^2-bB^2}\\
&\times\left[e^{(aA+bB)^2/p}-e^{(aA-bB)^2/p}\right].
\end{aligned}
\]

The leading exponential contains the sum of scalar distances, \(aA+bB\). The local integral contains the vector sum \(a\mathbf A+b\mathbf B\), whose terms oppose each other when the functions lie on opposite sides and cancel completely if \(aA=bB\). Physically, \(P_0\) averages over a sphere and connects all directions on it.

Take \(a=b=0.5\), \(\zeta=0.4\), and functions at distance \(D=4\) on opposite sides of the core. Here \(p=1.4\). Their overlap is \(e^{-16}=1.13\times10^{-7}\). For unit strength, the local integral is \((1/1.4)^{3/2}e^{-16}=6.79\times10^{-8}\) hartree. The semilocal exponent is

\[
2aD^2-\frac{(2aD)^2}{p}=16-\frac{16}{1.4}=4.57.
\]

The prefactor is \(1/(16\sqrt{1.4})=0.0528\), giving \(I_0=5.46\times10^{-4}\) hartree, about 8000 times the local value.

Overlap screening is safer for the local term. Since \(1/p<1/(a+b)\), its decay exponent is at least that of the two-Gaussian product, \(ab|\mathbf A-\mathbf B|^2/(a+b)\). When pairs with a product factor \(e^{-ab|\mathbf A-\mathbf B|^2/(a+b)}\) below \(10^{-8}\) are removed in the crystal, the largest local change is \(1.4\times10^{-7}\) hartree, against \(9.0\times10^{-4}\) hartree for the semilocal part.

How far can one function be from the core if its partner is placed as favourably as possible? Minimize

\[
E=aA^2+bB^2-\frac{(aA+bB)^2}{p}
\]

over \(B\). The condition \(pB=aA+bB\) gives \(B=aA/(a+\zeta)\), and hence

\[
E_{\min}=aA^2-(a+\zeta)B^2=\frac{a\zeta}{a+\zeta}A^2.
\]

The partner exponent has disappeared. For \(a=0.15\) and \(\zeta=0.4\), the coefficient is \(0.1091\) bohr\(^{-2}\), in agreement with the decay measured after removing the \(1/(AB)\) prefactor.

## A rigorous bound for one integral

The preceding exponent describes asymptotic decay. A guaranteed cutoff also needs a prefactor and must cover p functions and other channels. Let \(W=e^{-\zeta r^2}O\). A projector \(P_l\) commutes with a radial factor, so

\[
\langle f|W|f\rangle=\int e^{-\zeta r^2}|Of|^2d^3r\ge0.
\]

The Cauchy–Schwarz inequality therefore applies to \(W\). Removing the projector cannot reduce a diagonal element, so

\[
|\langle a|W|b\rangle|\le q_aq_b,\qquad
q_a^2=\langle a|e^{-\zeta r^2}|a\rangle .
\]

For an s function, completing the square with \(p_a=2a+\zeta\) gives

\[
q_s(A)=\left(\frac{2a}{p_a}\right)^{3/4}e^{-\gamma A^2},
\qquad \gamma=\frac{a\zeta}{2a+\zeta}.
\]

For a p function, the displacement from its centre is \((\mathbf r-\mathbf P)_i-\zeta A_i/p_a\), where now \(\mathbf P=2a\mathbf A/p_a\). Its mean square is \(1/(2p_a)+\zeta^2A_i^2/p_a^2\). Using \(|A_i|\le A\) and \(\sqrt{x+y}\le\sqrt x+\sqrt y\),

\[
q_p(A)\le2\sqrt a\left(\frac1{\sqrt{2p_a}}+\frac{\zeta A}{p_a}\right)q_s(A).
\]

Call the right-hand side, or \(q_s\) itself for an s function, the envelope \(g(A)\). If a core has several terms, its smallest \(\zeta\) covers them all, because \(e^{-\zeta r^2}\) decreases as \(\zeta\) increases.

The squared range scales as \(1/\gamma=1/a+2/\zeta\), compared with \(1/a+1/\zeta\) from the sharp exponent. If prefactors are ignored, the rigorous range at equal tolerance is thus less than \(\sqrt2\) times the sharp one. Prefactors can raise this ratio above \(\sqrt2\). For two s functions with \(a=b=2\), \(\zeta=0.4\) and tolerance \(10^{-8}\), the rigorous range is 10.0 bohr and that of the \(P_0\) integral 6.4 bohr. When \(a\ll\zeta\), both are set by the diffuse basis function. When \(a\gg\zeta\), both exponents are set by the potential, and making the basis function still tighter hardly shortens the rigorous range. The range of the \(P_0\) integral still falls through its prefactor: for \(a=b=10\) the two ranges above become 9.7 and 5.6 bohr.

## From one integral to a lattice cutoff

Let \(\Omega\) be the cell volume and \(d\) half the longest cell diagonal. Around every omitted image position \(\mathbf A\), with \(A>R>d\), place a cell centred at \(\mathbf A\). A point \(\mathbf x\) in it satisfies \(A\ge x-d\). If \(g\) decreases beyond \(R\), then \(g(A)\le g(\max(R,x-d))\).

The cells do not overlap and lie outside the sphere \(x=R-d\). Averaging the inequality over each cell, adding, and splitting the integral at \(x=R+d\) gives

\[
\boxed{
\begin{aligned}
\sum_{A>R}g(A)\le\frac{4\pi}{\Omega}\Big[&
g(R)\frac{(R+d)^3-(R-d)^3}{3}\\
&+\int_R^\infty g(t)(t+d)^2dt\Big].
\end{aligned}}
\]

The last term uses \(t=x-d\). An s envelope decreases for all \(t>0\). A p envelope has the form \((u+wt)e^{-\gamma t^2}\) with \(u,w>0\), and its derivative is negative once \(2\gamma t^2>1\). This condition holds for every cutoff used here.

Set the right-hand side equal to a dimensionless tolerance \(\tau\) and solve for \(R\), separately for each shell and core. An omitted pair has its bra outside, its ket outside, or both. If \(Q_\mu\) is the retained envelope sum plus \(\tau\), it bounds the full sum, and

\[
|\Delta V_{\mu\nu}|\le
\sum_C\Big(\sum_t|c_t|\Big)\tau\,(Q_\mu+Q_\nu),
\]

where the \(Q\) values belong to core \(C\). This controls matrix elements, not band energies directly. If \(s_{\min}\) is the smallest eigenvalue of \(S(\mathbf k)\), a Hermitian error \(\Delta V\) shifts the ordered generalized eigenvalues by at most \(\|\Delta V\|/s_{\min}\), in the spectral norm and with \(S\) fixed. To guarantee the same eigenvalue accuracy from this inequality, a nearly dependent basis therefore needs a smaller \(\tau\).

## Hermiticity and what it can detect

Each \(v_C\) is Hermitian. Conjugating the transposed element gives

\[
\begin{aligned}
V_{\nu\mu}^*
&=\sum_C\sum_{\mathbf M,\mathbf N}e^{-i\mathbf k\cdot(\mathbf N-\mathbf M)}
\langle\chi_\nu^{\mathbf M}|v_C|\chi_\mu^{\mathbf N}\rangle^*\\
&=\sum_C\sum_{\mathbf M,\mathbf N}e^{i\mathbf k\cdot(\mathbf M-\mathbf N)}
\langle\chi_\mu^{\mathbf N}|v_C|\chi_\nu^{\mathbf M}\rangle
=V_{\mu\nu}.
\end{aligned}
\]

The last equality exchanges the names \(\mathbf M\) and \(\mathbf N\). It survives truncation if \((\mu\mathbf M,\nu\mathbf N)\) is retained whenever \((\nu\mathbf N,\mu\mathbf M)\) is. One radius per shell and core, used for both bra and ket, meets this condition.

Suppose the bra phase is mistakenly \(e^{+i\mathbf k\cdot\mathbf M}\). The result \(W\) is symmetric, because the basis integrals are real and symmetric, and \(W-W^\dagger=2i\,\mathrm{Im}\,W\). The ratio of wrong to correct phase is \(e^{2i\mathbf k\cdot\mathbf M}\), which equals one if \(2\mathbf k\) is a reciprocal-lattice vector. The fault is then invisible at \(\Gamma\) and at such zone-boundary points, so a general \(\mathbf k\) is needed. It is not always enough. With one atom per cell and only s functions centred on it, inversion makes \(W\) real at every \(\mathbf k\), so the defect vanishes although the local part of the matrix is wrong.

## An independent reciprocal-space sum

With \(\mathbf K=\mathbf k+\mathbf G\), where \(\mathbf G\) is a reciprocal-lattice vector, Poisson summation gives

\[
\phi_{\mu\mathbf k}(\mathbf r)=\frac1\Omega\sum_{\mathbf G}\tilde\chi_\mu(\mathbf K)e^{i\mathbf K\cdot\mathbf r},
\quad
\tilde\chi_\mu(\mathbf K)=\int\chi_\mu e^{-i\mathbf K\cdot\mathbf r}d^3r.
\]

Consequently,

\[
V_{\mu\nu}=\frac1{\Omega^2}\sum_C\sum_{\mathbf K,\mathbf K'}
\tilde\chi_\mu^*(\mathbf K)\tilde\chi_\nu(\mathbf K')
\langle\mathbf K|v_C|\mathbf K'\rangle .
\]

For a core at the origin, the local Gaussian element is \((\pi/\zeta)^{3/2}e^{-|\mathbf K-\mathbf K'|^2/(4\zeta)}\). Expand its angular factor with \(e^{x\cos\theta}=\sum_l(2l+1)i_l(x)P_l(\cos\theta)\), where \(\theta\) is the angle between \(\mathbf K\) and \(\mathbf K'\) and \(P_l(\cos\theta)\) is a Legendre polynomial. Rotational symmetry identifies the \(l\)th term with the projector element:

\[
\begin{aligned}
\langle\mathbf K|e^{-\zeta r^2}P_l|\mathbf K'\rangle={}&
\left(\frac\pi\zeta\right)^{3/2}e^{-(K^2+K'^2)/(4\zeta)}\\
&\times(2l+1)\,i_l\!\left(\frac{KK'}{2\zeta}\right)P_l(\cos\theta).
\end{aligned}
\]

A core at \(\mathbf C\) adds \(e^{-i(\mathbf K-\mathbf K')\cdot\mathbf C}\). This route uses neither real-space cutoffs nor radial quadrature.

## A triclinic model crystal

The model has two cores and five basis functions: an s shell with \(a=0.15\) and a p shell with \(a=0.40\) on atom 1, and an s shell with \(a=0.50\) on atom 2. The cell vectors are \((5,0,0)\), \((0.8,5.2,0)\) and \((0.5,-0.6,5.6)\), so \(\Omega=145.6\) bohr\(^3\). Atom 1 is at the origin and atom 2 at fractional position \((0.30,0.42,0.55)\). The pairs \((c,\zeta)\) for the local, \(P_0\) and \(P_1\) terms are \((3.0,1.1)\), \((2.0,0.4)\), \((-1.2,0.7)\) on core 1 and \((-1.0,0.8)\), \((4.0,0.9)\), \((1.5,0.6)\) on core 2. They are round model values and describe no particular material. The wave vector has reciprocal coordinates \((0.17,0.29,-0.38)\).

For the diffuse s shell about core 1, the smallest potential exponent is \(0.4\), so \(\gamma=0.15(0.4)/0.70=0.0857\). At \(\tau=10^{-9}\) the cutoff is \(R=17.312\) bohr. The envelope there is

\[
g(R)=\left(\frac{0.30}{0.70}\right)^{3/4}e^{-25.69}\approx3.7\times10^{-12}.
\]

With \(d=4.824\) bohr, the shell term in the tail bound is about \(2970\,g(R)\) and the integral is about \(167\,g(R)\), both coefficients in bohr\(^3\). Multiplication by \(4\pi/145.6\) gives \(1.0\times10^{-9}\), as required. This sphere contains 157 images and hence 24,649 same-shell pairs, which shows what factorization saves at each radial point.

The full matrices were compared with the reciprocal sum over 1035 plane waves. The largest element errors at this wave vector and the largest element bounds, which need not belong to the same element, are:

| \(\tau\) | largest \(R\) / bohr | error / hartree | bound / hartree |
|---|---:|---:|---:|
| \(10^{-3}\) | 11.4 | \(3.8\times10^{-7}\) | \(1.9\times10^{-2}\) |
| \(10^{-5}\) | 13.7 | \(2.3\times10^{-9}\) | \(1.9\times10^{-4}\) |
| \(10^{-7}\) | 15.6 | \(6.2\times10^{-12}\) | \(1.9\times10^{-6}\) |
| \(10^{-9}\) | 17.3 | \(2.4\times10^{-14}\) | \(1.9\times10^{-8}\) |

Every element satisfies its bound, but the bound is very conservative. At \(R=11.4\) bohr, replacing \(\gamma=0.0857\) by the sharp coefficient \(0.1091\) reduces the exponential by a factor of about 20. That explains only part of the gap. The bound also ignores phase cancellation, gives every term the smallest \(\zeta\), and overcounts the lattice tail; for \(V_{11}\) at \(\tau=10^{-3}\), whose bound is \(1.7\times10^{-2}\) hartree, the tail overcount costs a factor of about 21, the common \(\zeta\) about 3, the envelope product in place of the true integrals about 27, and cancellation among the omitted terms about 27. The cancellation depends on \(\mathbf k\): at \(\Gamma\) the largest error for this \(\tau\) is \(5.1\times10^{-6}\) hartree. A practical calculation may choose \(\tau\) by convergence, but the guarantee is then weak: at \(\tau=10^{-3}\) it is only \(1.9\times10^{-2}\) hartree. A guaranteed accuracy requires the smaller \(\tau\) that the bound itself demands.

One off-diagonal element, between the two s functions, is

\[
V_{15}=0.1011+0.0789i\ \text{hartree}=2.750+2.146i\ \text{eV}.
\]

It is a matrix element between unnormalized Bloch functions, not a band energy. Its phase also depends on the phase convention of the basis.

The largest Hermiticity defect, \(\max|V-V^\dagger|\), is \(9.8\times10^{-17}\) hartree over the general wave vectors examined. Faulty assemblies show what this number can and cannot establish:

- A 6-bohr radius for bras, with full radii for kets, gives a defect of \(1.0\times10^{-3}\) hartree.
- A 6-bohr radius for both gives a defect of only \(2.8\times10^{-17}\) hartree, although the matrix error is \(6.7\times10^{-3}\) hartree.
- The wrong bra phase gives a defect of \(8.3\times10^{-2}\) hartree at the general point, but rounding-level defects at \(\Gamma\) and at half a reciprocal vector.

Replacing \(V\) by \((V+V^\dagger)/2\) would erase the first and third warnings without repairing either matrix. In the first case, pairs with only one function inside the short radius would enter at half weight, and pairs with both functions outside it would remain missing. The defect should be inspected before any such averaging, and the cutoff checked separately by reducing \(\tau\).

## Computed values

```
cell vector 1 (bohr): [5. 0. 0.]
cell vector 2 (bohr): [0.8 5.2 0. ]
cell vector 3 (bohr): [ 0.5 -0.6  5.6]
cell volume (bohr^3): 145.600
half longest cell diagonal d (bohr): 4.8242
core 2 position (bohr): [2.111 1.854 3.08 ]
k in reciprocal-vector fractions: [ 0.17  0.29 -0.38]
shell 1: atom 1, l=0, exponent 0.15 bohr^-2
shell 2: atom 1, l=1, exponent 0.40 bohr^-2
shell 3: atom 2, l=0, exponent 0.50 bohr^-2
core 1 local: c=3.0 hartree, zeta=1.1 bohr^-2
core 1 P_0: c=2.0 hartree, zeta=0.4 bohr^-2
core 1 P_1: c=-1.2 hartree, zeta=0.7 bohr^-2
core 2 local: c=-1.0 hartree, zeta=0.8 bohr^-2
core 2 P_0: c=4.0 hartree, zeta=0.9 bohr^-2
core 2 P_1: c=1.5 hartree, zeta=0.6 bohr^-2
tau (dimensionless) | min R, max R (bohr) | error, bound (hartree)
1e-03 | 7.527, 11.385 | 3.75e-07, 1.92e-02
1e-05 | 9.106, 13.681 | 2.25e-09, 1.92e-04
1e-07 | 10.429, 15.611 | 6.18e-12, 1.92e-06
1e-09 | 11.591, 17.312 | 2.36e-14, 1.92e-08
Below: cutoffs and image counts at the smallest tau
shell 1, core 1: R=17.312 bohr, images=157, same-shell pairs=24649
shell 1, core 2: R=15.917 bohr, images=119, same-shell pairs=14161
shell 2, core 1: R=14.382 bohr, images=85, same-shell pairs=7225
shell 2, core 2: R=12.622 bohr, images=55, same-shell pairs=3025
shell 3, core 1: R=13.377 bohr, images=67, same-shell pairs=4489
shell 3, core 2: R=11.591 bohr, images=43, same-shell pairs=1849
plane waves: 1035; cutoff-change 4.19e-13 hartree
V[1,1] (hartree): 0.88655089 +0.00000000 i
V[1,5] (hartree): 0.10107027 +0.07886943 i
V[2,5] (hartree): 0.00111780 +0.01705636 i
V[5,5] (hartree): 1.11661055 -0.00000000 i
V[1,5] (eV): 2.750262 +2.146146 i
largest correct Hermiticity defect (hartree): 9.80e-17
pair minus factorized sum (hartree): 1.94e-16
home-cell minus core-centred sum (hartree): 5.17e-18
6-bohr symmetric cutoff: error 6.744e-03 hartree, defect 2.78e-17 hartree
6-bohr bra, full ket: defect 1.017e-03 hartree
wrong bra phase, defect at Gamma, b1/2, general k (hartree): 1.11e-16 2.11e-17 8.25e-02
overlap screen 1e-08: local loss 1.42e-07, semilocal loss 9.00e-04 hartree
opposite s pair: a=b=0.5, zeta=0.4 bohr^-2, D=4.0 bohr
pair overlap (dimensionless): 1.125e-07
pair local, P_0 at c=1 hartree (hartree): 6.794e-08, 5.463e-04
one-sided decay, a=0.15, zeta=0.4: measured 0.109091, formula 0.109091 bohr^-2
```
